# Why exchange has weight 3/2 in the spin-orbit mean field

## The physical question

Remove an electron from the degenerate e pair of ammonia. The hole carries orbital angular momentum as well as spin, and spin-orbit coupling splits the resulting ²E state. The nuclei supply the strongest coupling, but the remaining electrons modify it in two ways: their electric field screens the nuclei, and their motion produces magnetic fields that act on the spins. Both effects are two-electron operators. For computation one wants a one-electron operator that contains them.

The spin-orbit mean-field operator does this. Its exchange part has weight 3/2: 1/2 comes from the coupling of a spin to its own orbit, and 1 from its coupling to the orbits of other electrons.

Hartree atomic units are used, with \(c=1/\alpha\), \(g=2\), \(\mathbf s=\boldsymbol\sigma/2\) and \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\). Spin-orbit coupling is kept to order \(\alpha^2\); spin-spin terms are not considered.

## Where the spin weights come from

**Same-orbit term.** In the Dirac equation, with energy \(E\) measured from the rest energy, the small component obeys

\[
(2c^2+E-V)\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi ,\qquad
\chi\simeq\frac{1}{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\]

Inserting this in the equation for \(\varphi\) adds \((\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)/4c^2\). The \(E\) term and the renormalization of \(\varphi\) involve \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\), so they are spin-free. From \(\sigma_a\sigma_b=\delta_{ab}+i\varepsilon_{abc}\sigma_c\),

\[
(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
\]

Since \(\mathbf p=-i\nabla\) and \(\mathbf p\times\mathbf p=0\), we have \(\mathbf p\times V\mathbf p=-i\nabla V\times\mathbf p\). The spin-dependent part is therefore

\[
\frac{1}{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\mathbf p).
\]

For a nucleus, \(V=-Z_A/r_A\) and \(\nabla V=Z_A\mathbf r_A/r_A^3\), where \(\mathbf r_A\) runs from nucleus to electron. For the repulsion \(V=1/r_{12}\), \(\nabla_1V=-\mathbf r_{12}/r_{12}^3\). The repulsion thus gives

\[
-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\cdot\mathbf s_1 .
\]

**Other-orbit term.** The Gaunt interaction is \(-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}\), where \(\boldsymbol\alpha_i\) are Dirac matrices. An operator \(c\,\boldsymbol\alpha\cdot\mathbf A\) connects large and small components. With \(\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c\), it reduces to

\[
\tfrac12\left[(\boldsymbol\sigma\!\cdot\!\mathbf p)(\boldsymbol\sigma\!\cdot\!\mathbf A)+(\boldsymbol\sigma\!\cdot\!\mathbf A)(\boldsymbol\sigma\!\cdot\!\mathbf p)\right]
=\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\mathbf s\cdot(\nabla\times\mathbf A),
\]

because \(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p=-i\nabla\times\mathbf A\).

Write the Gaunt interaction as \(-\alpha^2(c\boldsymbol\alpha_1)\cdot(c\boldsymbol\alpha_2)/r_{12}\). Take the orbital part for electron 1 and the spin part for electron 2. Then \(\mathbf A(\mathbf r_2)=\mathbf p_1/r_{12}\), up to an ordering term proportional to \(\nabla_1(1/r_{12})=-\nabla_2(1/r_{12})\), whose curl with respect to \(\mathbf r_2\) vanishes. Since \(\nabla_2(1/r_{12})=\mathbf r_{12}/r_{12}^3\), the result is

\[
-\alpha^2\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\cdot\mathbf s_2
=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\cdot 2\mathbf s_2 .
\]

The full Breit interaction replaces \(p_{1a}/r_{12}\) by \(\tfrac12[p_{1a}/r_{12}+r_{12,a}(\mathbf r_{12}\cdot\mathbf p_1)/r_{12}^3]\). The change is \(-\tfrac12\sum_b(\partial_{2a}\partial_{2b}r_{12})p_{1b}\). For either operator ordering this is a gradient in \(\mathbf r_2\), so it has no curl and adds no spin-orbit term.

Adding the terms with the electrons interchanged gives the Breit-Pauli spin-orbit operator:

\[
H=\frac{\alpha^2}{2}\sum_{i,A}Z_A\frac{\mathbf r_{iA}\times\mathbf p_i}{r_{iA}^3}\cdot\mathbf s_i
-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j).
\]

## Real integrals

Let \(\varphi_i\) be real spatial orbitals. Define the vector integral

\[
\mathbf G_{ij,kl}=\iint\varphi_i(1)\varphi_k(2)\,\frac{\mathbf r_{12}\times\nabla_1}{r_{12}^3}\,\varphi_j(1)\varphi_l(2)\,d\mathbf r_1d\mathbf r_2 .
\]

The first index pair belongs to electron 1. Because \(\mathbf r_{12}/r_{12}^3=-\nabla_1(1/r_{12})\), and

\[
\nabla\times\left(\frac{\varphi_i\nabla\varphi_j}{r_{12}}\right)
=\nabla\frac1{r_{12}}\times\varphi_i\nabla\varphi_j+\frac{\nabla\varphi_i\times\nabla\varphi_j}{r_{12}},
\]

integrating the curl to zero gives

\[
\mathbf G_{ij,kl}=\iint\frac{(\nabla\varphi_i\times\nabla\varphi_j)(1)\,\varphi_k(2)\varphi_l(2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .
\]

The surface around \(r_{12}=0\) contributes nothing: its area shrinks as \(r_{12}^2\), while the field grows as \(1/r_{12}\). Hence \(\mathbf G_{ij,kl}=-\mathbf G_{ji,kl}=\mathbf G_{ij,lk}\).

The operator \(\mathbf g(1,2)=-(\alpha^2/2)\,\mathbf r_{12}\times\mathbf p_1/r_{12}^3\) has matrix elements

\[
\mathbf g_{ij,kl}=+\frac{i\alpha^2}{2}\mathbf G_{ij,kl},
\]

since \(\mathbf p_1=-i\nabla_1\). The same integration by parts gives the nuclear integral

\[
\mathbf N_{ij}=\sum_AZ_A\int\frac{\nabla\varphi_i\times\nabla\varphi_j}{r_A}\,d\mathbf r ,
\]

and the nuclear spin-orbit operator is \(-i(\alpha^2/2)\mathbf N_{ij}\cdot\mathbf s\).

## From two electrons to one

To follow the two contributions separately, write

\[
W=\sum_{i\ne j}U(i,j),\qquad U(1,2)=\mathbf g(1,2)\cdot(a\mathbf s_1+b\mathbf s_2).
\]

The physical values are \(a=1\), \(b=2\). With \(w=U(1,2)+U(2,1)\),

\[
W=\tfrac12\sum_{pqrs}\langle pq|w|rs\rangle a_p^\dagger a_q^\dagger a_sa_r,
\qquad \langle pq|w|rs\rangle=\langle qp|w|sr\rangle ,
\]

where \(p,q,r,s\) label spin orbitals.

Let \(\Phi\) be a closed-shell determinant, and add one electron in an empty spin orbital \(x\) or \(y\), keeping all orbitals fixed. Anticommutation gives

\[
\begin{aligned}
a_sa_ra_x^\dagger&=\delta_{rx}a_s-\delta_{sx}a_r+a_x^\dagger a_sa_r,\\
a_ya_p^\dagger a_q^\dagger&=\delta_{yp}a_q^\dagger-\delta_{yq}a_p^\dagger+a_p^\dagger a_q^\dagger a_y .
\end{aligned}
\]

In the expectation value over \(\Phi\), terms in which \(a_y\) reaches \(\Phi\) on the right, or \(a_x^\dagger\) reaches it on the left, vanish. With \(\langle a_q^\dagger a_s\rangle=\delta_{qs}\) for occupied \(q\), four terms survive besides the constant. They are equal in pairs by the symmetry of \(w\), so

\[
\langle\Phi|a_yWa_x^\dagger|\Phi\rangle=\delta_{xy}W_0+F^{(2)}_{yx},
\]

\[
F^{(2)}_{pr}=\sum_{q\in\Phi}\left[\langle pq|w|rq\rangle-\langle pq|w|qr\rangle\right].
\]

For a hole, let \(m,n\) be occupied. Moving \(a_m^\dagger\) to the right gives

\[
a_m^\dagger a_p^\dagger a_q^\dagger a_sa_ra_n
=a_p^\dagger a_q^\dagger(\delta_{ms}a_r-\delta_{mr}a_s+a_sa_ra_m^\dagger)a_n .
\]

The last term gives \(\delta_{mn}W_0\). For the other two, use \(\langle a_p^\dagger a_q^\dagger a_ra_n\rangle=\delta_{qr}\delta_{pn}-\delta_{pr}\delta_{qn}\), with each contracted orbital occupied. Collecting equal terms yields

\[
\langle\Phi|a_m^\dagger Wa_n|\Phi\rangle=\delta_{mn}W_0-F^{(2)}_{nm}.
\]

Here \(W_0=\langle\Phi|W|\Phi\rangle=\tfrac12\sum_{p\in\Phi}F^{(2)}_{pp}\). The next section shows that \(F^{(2)}\) is linear in \(\mathbf s\) with spin-independent spatial coefficients. Its trace over doubly occupied orbitals is then zero, so \(W_0=0\). The one-electron operator thus reproduces the two-electron Breit-Pauli matrix for one particle or one hole, within the frozen-orbital model.

## The spin sums

Set \(p=(i,\sigma)\), \(r=(j,\sigma')\) and \(q=(k,\tau)\). Each occupied spatial orbital \(k\) appears with both values of \(\tau\).

**Direct term.** The sum over the spin of the second electron gives \(\sum_\tau1=2\) for an operator on \(\mathbf s_1\), and \(\sum_\tau\mathbf s_{\tau\tau}=0\) for one on \(\mathbf s_2\). Therefore

\[
\sum_{k\tau}\langle pq|w|rq\rangle
=\sum_k\left(2a\,\mathbf g_{ij,kk}+2b\,\mathbf g_{kk,ij}\right)\cdot\mathbf s_{\sigma\sigma'} .
\]

The second term is the magnetic field produced by the orbital current of the closed shell. For real orbitals that current is zero, and indeed \(\mathbf G_{kk,ij}=0\) by antisymmetry. Only the same-orbit interaction contributes to the direct term.

**Exchange term.** Electron 1 now goes from \((k,\tau)\) to \((i,\sigma)\), and electron 2 from \((j,\sigma')\) to \((k,\tau)\). The two possible spin factors are

\[
\sum_\tau\mathbf s_{\sigma\tau}\delta_{\tau\sigma'}=\mathbf s_{\sigma\sigma'},\qquad
\sum_\tau\delta_{\sigma\tau}\mathbf s_{\tau\sigma'}=\mathbf s_{\sigma\sigma'} .
\]

Exchange transfers the spin of either electron to the same external spin labels. Same-orbit and other-orbit terms therefore have identical spatial and spin forms and differ only in their coefficients:

\[
-\sum_{k\tau}\langle pq|w|qr\rangle
=-(a+b)\sum_k(\mathbf g_{ik,kj}+\mathbf g_{kj,ik})\cdot\mathbf s_{\sigma\sigma'} .
\]

Introduce the spatial occupation \(n_k=2\) and define

\[
\mathbf J_{ij}=\sum_kn_k\mathbf G_{ij,kk},\qquad
\mathbf K_{ij}=\sum_kn_k(\mathbf G_{ik,kj}+\mathbf G_{kj,ik}).
\]

The exchange sum over occupied \(k\) is half of a sum weighted by \(n_k\). Hence

\[
F^{(2)}_{ij}=\frac{i\alpha^2}{2}\left[a\mathbf J_{ij}-\frac{a+b}{2}\mathbf K_{ij}\right]\cdot\mathbf s .
\]

The same-orbit choice \((a,b)=(1,0)\) gives \(\mathbf J-\tfrac12\mathbf K\). The other-orbit choice \((0,2)\) gives \(-\mathbf K\). Their sum is \(\mathbf J-\tfrac32\mathbf K\). Including the nuclei,

\[
\boxed{F_{ij}=-\frac{i\alpha^2}{2}\left[\mathbf N_{ij}-\mathbf J_{ij}+\frac32\mathbf K_{ij}\right]\cdot\mathbf s,\qquad \frac32=\frac12+1.}
\]

The numerical check obtains these weights by projecting determinant matrices of the two-electron operator onto \(\mathbf J\) and \(\mathbf K\), for one hole and for one particle.

A simple limit shows the role of each term. Let an outer orbital surround a compact, spherical closed shell of \(n\) electrons without overlapping it. Then \(\mathbf K\) vanishes, because its integrands contain products of outer and inner orbitals or their gradients. The shell acts in \(\mathbf J\) as a charge \(n\) at the nucleus, so \(\mathbf N-\mathbf J\) contains the screened charge \(Z-n\). Exchange matters where the orbitals overlap.

## Implementation

For real basis functions \(\mu,\nu,\kappa,\lambda\) with orbital coefficients \(C\), use the spin-summed density \(D_{\kappa\lambda}=\sum_kn_kC_{\kappa k}C_{\lambda k}\). For each Cartesian component,

\[
J_{\mu\nu}=\sum_{\kappa\lambda}D_{\kappa\lambda}G_{\mu\nu,\kappa\lambda},\qquad
X_{\mu\nu}=\sum_{\kappa\lambda}D_{\kappa\lambda}G_{\mu\kappa,\lambda\nu},\qquad
K=X-X^{\mathsf T}.
\]

The last equality follows from the antisymmetry of \(G\) in its first pair and its symmetry in the second. Both exchange orderings are needed: together they make \(K\) antisymmetric and \(F\) Hermitian.

With \(h^c=(\alpha^2/2)(N^c-J^c+\tfrac32K^c)\), the spin blocks are

\[
F_{\uparrow\uparrow}=-\frac i2h^z=-F_{\downarrow\downarrow},\qquad
F_{\uparrow\downarrow}=-\frac12(h^y+ih^x),\qquad
F_{\downarrow\uparrow}=\frac12(h^y-ih^x).
\]

The order of the two gradient indices fixes the overall sign. For normalized \(p_x,p_y\) functions with a common radial part, centred on a single nucleus, \((\mathbf r\times\nabla)_zp_y=p_x\). The convention here therefore requires \(N^z_{xy}=Z\langle r^{-3}\rangle>0\).

## Example: the ²E state of NH₃⁺

The orbitals come from restricted Hartree-Fock for neutral NH₃ in the cc-pVDZ basis, at its optimized C₃ᵥ geometry: N-H distance 1.008 Å and H-N-H angle 105.9°. One electron is removed from the e pair without relaxing orbitals or nuclei. Jahn-Teller distortion is thus excluded, and the result is a vertical splitting in this model, not a prediction of an observed spectrum.

Let \(z\) be the threefold axis. The antisymmetric product of the two e orbitals transforms as A₂, as does the \(z\) component of an axial vector; the \(x,y\) components transform as E. Only \(h^z\) can therefore couple the pair. Writing \(h=h^z_{12}\) for the two e orbitals,

\[
F_e=h\begin{pmatrix}0&-i\\ i&0\end{pmatrix}s^z .
\]

The orbital matrix has eigenvalues \(\pm1\) and \(s^z\) has \(\pm\tfrac12\), so the levels are \(\pm h/2\), each doubly degenerate. The minus sign and transposition in the hole matrix do not change their separation \(|h|\). With the pair oriented so that the nuclear term is positive, the contributions in cm⁻¹ are:

- nuclear, from \(\mathbf N\): \(62.90\)
- direct, from \(-\mathbf J\): \(-19.18\)
- same-orbit exchange, from \(\tfrac12\mathbf K\): \(-2.98\)
- other-orbit exchange, from \(\mathbf K\): \(-5.96\)

\[
h=62.90-19.18-2.98-5.96=34.78\ \text{cm}^{-1}.
\]

This is \(1.585\times10^{-4}\) hartree. Diagonalizing the Breit-Pauli matrix within the four frozen-orbital ²E hole states gives the same splitting, as the derivation requires. This is a first-order result: \(h^x\) and \(h^y\) can also connect the e holes to the a₁ holes, but these lie at different energies, so that coupling enters only at second order, \(\alpha^4\), and is left out. With orbital-energy differences as the separations, it would shift the splitting by about 0.02 cm⁻¹.

The two-electron terms reduce the nuclear value to 55% of its size. Omitting other-orbit exchange would give 40.74 cm⁻¹, which is 17% above the full mean-field result. In this orbital pair exchange adds to the screening; the derivation fixes its weight and makes no statement about its sign.

These numbers belong to the cc-pVDZ basis and are not converged, because the integrals weight the region near the nitrogen nucleus. At the same geometry \(h\) rises to 37.6 cm⁻¹ in cc-pVTZ and 38.4 cm⁻¹ in cc-pVQZ, about 10% higher, mostly through the nuclear term (66.7 and 67.7 cm⁻¹). The ratios move less: the 55% becomes 56% and 57%, and the 17% becomes 16.7% and 16.5%.

## Open shells and loss of exactness

For an open shell, \(n_k\) may be a fractional, spin-averaged occupation. Each spin then has weight \(n_k/2\) in the sums above, and the same formula follows. It is now an approximation. Even for a single hole, the exact operator derived above is the one built with the closed-shell values \(n_k=2\), so averaged occupations already change the result. Two further effects are missed.

First, with two or more particles or holes, the part of \(W\) that acts on two of them at once does not reduce to \(F\). Second, if the populations \(\nu_{k\uparrow}\) and \(\nu_{k\downarrow}\) differ, the spin sum in the direct term no longer vanishes:

\[
\sum_\tau\nu_{k\tau}s^z_{\tau\tau}=\tfrac12(\nu_{k\uparrow}-\nu_{k\downarrow}).
\]

Spin averaging discards this contribution and the corresponding changes in exchange. A density carrying orbital current would also restore the direct other-orbit term \(\mathbf g_{kk,ij}\).

The size of the error can be seen by removing two valence electrons from the same frozen NH₃ orbitals. Eight valence spin orbitals give \(8\times7/2=28\) determinants. With the closed-shell values \(n_k=2\), the mean-field matrix differs from the full Breit-Pauli spin-orbit matrix by 5.7%, measured as the Frobenius norm of the difference relative to that of the full matrix. Six electrons spread evenly over four valence orbitals give \(n_k=6/4=1.5\), and the error becomes 5.5%. Averaging the occupations helps slightly here, but most of the error remains. In cc-pVQZ both figures are about 0.4 points lower, 5.3% and 5.1%, with the same small gain from averaging. This is a matrix error; individual level splittings may have larger or smaller relative errors.

## Values computed for the example and the checks

```
fine-structure constant alpha: 0.007297353
alpha^2/2: 2.662568e-05
integral check, largest error: 5.1e-15 a.u.
NH3, RHF/cc-pVDZ, optimized C3v geometry
N-H distance: 1.0078 angstrom
H-N-H angle: 105.93 degrees
largest residual gradient: 1.5e-06 hartree/bohr
total energy: -56.195732 hartree
e-pair orbital energy: -0.61736 hartree
weights of J and K recovered from exact determinant matrices
same-orbit, one hole: J 1.000000, K -0.500000
same-orbit, one particle: J 1.000000, K -0.500000
other-orbit, one hole: J 0.000000, K -1.000000
other-orbit, one particle: J 0.000000, K -1.000000
largest relative residual: 6.9e-16
vertical 2E splitting of NH3+, frozen orbitals
nuclear term: 62.903 cm^-1
direct term: -19.184 cm^-1
same-orbit exchange: -2.980 cm^-1
other-orbit exchange: -5.960 cm^-1
sum of the four terms: 34.780 cm^-1
sum of the four terms: 1.5847e-04 hartree
exact one-hole splitting: 34.780 cm^-1
sum without other-orbit exchange: 40.740 cm^-1
sum / nuclear term: 0.5529
two valence holes, relative Frobenius error of the mean field
number of two-hole determinants: 28
closed-shell occupations n = 2: 5.71 %
averaged valence occupation: 1.50
error with averaged occupation: 5.49 %
```
